# Quantised polarisation and zigzag edge charge of monolayer boron nitride, part 1

(Sections cited here and not found follow in the second part.)

## I. Symmetry, polarisation and the edge

Monolayer boron nitride grown from the vapour often forms islands with zigzag edges. Along such an edge every outermost atom is of the same kind, all boron or all nitrogen, so the edge may carry a net charge. The problem is to find which charges an insulating edge can have, and whether the threefold symmetry of the sheet makes them thirds of the elementary charge.

The sheet is flat and neutral, and its bulk is an insulator without magnetism. Let $e>0$, and let the lattice vectors be

$$\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right),\qquad \Omega=\tfrac{\sqrt3}{2}a^2 ,$$

where $\Omega$ is the cell area. The anion (nitrogen) sits at the origin of the cell and the cation (boron) at $\mathbf d=(\mathbf a_1+\mathbf a_2)/3$. The edge runs along $\mathbf a_1$, so one edge repeat has length $a$. A core is a nucleus with its closed inner shells. The cation core has charge $Z_ce$ and the anion core $(8-Z_c)e$, so each cell holds eight valence electrons. Boron nitride has $Z_c=3$. Other values of $Z_c$ serve for comparison.

### (a) Which polarisations does threefold symmetry allow?

*Define the in-plane polarisation of the sheet, state how far it is ambiguous, and find the values compatible with a rotation by 120°.*

**Solution.** The charge density of a periodic solid does not fix a dipole per cell, because the dipole depends on how the cell is cut. A useful definition divides the charge into whole objects: cores, and electron pairs in localised Wannier functions. Let $\boldsymbol\tau_i$ be the core positions in one cell and $\mathbf w_n$ the centres of the four doubly occupied Wannier functions of that cell. Then

$$\Omega\mathbf P=e\Big(\sum_i Z_i\boldsymbol\tau_i-2\sum_n\mathbf w_n\Big)\equiv e\,(p_1\mathbf a_1+p_2\mathbf a_2).$$

Since the cell is neutral, a shift of the origin leaves this unchanged.

The Wannier centres follow from the Bloch states. Take one reduced coordinate $v$, in which the lattice period is 1, and write $\psi_k=e^{ikv}u_k$ with $0\le k<2\pi$. The Wannier function is $w=\int\psi_k\,dk/2\pi$. Because $v\,e^{ikv}=-i\,\partial_k e^{ikv}$, an integration by parts gives

$$v\,w=\int\frac{dk}{2\pi}\,e^{ikv}\,i\,\partial_k u_k .$$

The boundary term vanishes because $\psi_k$ is periodic in $k$. States of different $k$ are orthogonal, so

$$\langle w|v|w\rangle=\int\frac{dk}{2\pi}\,\langle u_k|i\,\partial_k u_k\rangle ,$$

which is a Berry phase divided by $2\pi$. In two dimensions it is averaged over the other wave number. If the occupied states at each $k$ are mixed by a unitary matrix $U(k)$, the sum over bands of this expression changes by the average of $i\,\partial_k\ln\det U$, which is an integer. The sum of the centres is therefore a property of the occupied space, up to a lattice vector. Localised functions that respect the periodicity exist because the total Chern number is zero, as time-reversal symmetry ensures.

There are two ambiguities. Moving a Wannier function to another cell changes $\Omega\mathbf P$ by $2e$ times a lattice vector. Choosing a core from another cell changes it by $Z_ie$ times a lattice vector, and $Z_i$ may be odd. The pair $(p_1,p_2)$ is thus defined modulo integers.

Now rotate the crystal by 120° about an anion. Cores go to equivalent cores, and the rotated Wannier functions span the same occupied space. The rotated polarisation describes the same crystal with other representatives, so it must equal the original one modulo integers. The rotation takes

$$\mathbf a_1\to\mathbf a_2-\mathbf a_1,\qquad \mathbf a_2\to-\mathbf a_1 ,$$

and therefore

$$p_1\mathbf a_1+p_2\mathbf a_2\;\to\;(-p_1-p_2)\,\mathbf a_1+p_1\,\mathbf a_2 .$$

Equality modulo integers requires

$$-p_1-p_2=p_1+\text{integer},\qquad p_1=p_2+\text{integer}.$$

The second condition makes $p_2$ equal to $p_1$ modulo integers. The first then says that $3p_1$ is an integer. Hence

$$p_1=p_2=0,\ \tfrac13\ \text{or}\ \tfrac23\pmod 1 .$$

Symmetry leaves three classes. It does not say which one a given material belongs to, and one of them is zero.

### (b) How does the bulk class fix the charge of an edge?

*Let the sheet end at an edge along $\mathbf a_1$ with outward normal $\mathbf n=\hat{\mathbf y}$. The edge is insulating and has period $a$. Relate its charge per repeat to $p_2$.*

**Solution.** The charge of an edge must be defined so that it does not depend on where the edge region is taken to stop. Measure height in rows, $v=y/H$ with $H=\sqrt3a/2$. Since $\mathbf a_1$ has no $y$ component, $v$ is the reduced coordinate along $\mathbf a_2$. Count charge with a weight $f(v)$ that is 0 deep in the sheet, rises linearly from 0 to 1 between $v_0$ and $v_0+1$, and is 1 from there to the edge. This is the usual macroscopic average over one period.

Divide the charge per repeat into two groups. The first consists of complete bulk units in the rows $m\le M-1$, each unit made of the cores and Wannier functions of one cell. Let one unit have the charge density $\rho(s)$ along the normal, in units of $e$. It is neutral, and its first moment is $p_2$:

$$\int\rho(s)\,ds=0,\qquad \int s\,\rho(s)\,ds=p_2 .$$

The second group is everything left over near the edge. It holds whole cores and, because the edge is insulating with period $a$, a whole number of electrons per repeat. All of it lies where $f=1$, so it contributes an integer.

The first group contributes $\int\rho(s)F(s)\,ds$ with $F(s)=\sum_{m\le M-1}f(s+m)$. To find $F$, write the ramp as an average of unit steps $\theta$,

$$f(v)=\int_0^1\theta(v-v_0-t)\,dt .$$

For fixed $t$, the sum over $m$ counts the integers that exceed $v_0+t-s$ and do not exceed $M-1$. Their number is $M-1-\lfloor v_0+t-s\rfloor$. For any real $x$ with integer part $j$ and remainder $r$,

$$\int_0^1\lfloor x+t\rfloor\,dt=(1-r)\,j+r\,(j+1)=j+r=x .$$

With $x=v_0-s$ this gives

$$F(s)=M-1-v_0+s .$$

The constant part multiplies the zero total charge of the unit, and the part linear in $s$ gives $p_2$. Therefore

$$Q=e\,p_2+e\times\text{integer}.$$

The position $v_0$ has dropped out. The spread of the Wannier functions does not matter either, provided that the ramp lies far enough inside for their exponential tails to be negligible at the end of the sheet.

In terms of the polarisation, $\mathbf P\cdot\mathbf n=(e/\Omega)\,p_2H=e\,p_2/a$, because $\Omega=aH$. The line charge $Q/a$ is thus $\mathbf P\cdot\mathbf n$ modulo $e/a$. At an edge with normal $-\hat{\mathbf y}$ the sign of $p_2$ is reversed.

Two conditions matter. If the edge is metallic, the number of electrons left over per repeat need not be an integer, and $Q$ can take any value. If the edge reconstructs with period $ma$, the whole number belongs to the longer repeat, so the charge per $ma$ is $m\,e\,p_2$ modulo $e$.

For $a=0.25$ nm, one elementary charge per repeat is $1/0.25=4.0$ e/nm, or 641 pC/m. One third of it is 1.33 e/nm, or 214 pC/m.

### (c) To which class does boron nitride belong?

*Suppose that in a nearest-neighbour model all anion levels lie at or below $E_a$ and all cation levels at or above $E_c>E_a$. Show that the bulk gap cannot close for any hopping strength, and use this to find the class for general $Z_c$.*

**Solution.** Keep one $s$ and three $p$ orbitals on each atom. With hopping only between unlike atoms, the Bloch Hamiltonian has the block form

$$\mathcal H(\mathbf k)=\begin{pmatrix}\mathcal A&\mathcal V(\mathbf k)\\ \mathcal V^\dagger(\mathbf k)&\mathcal C\end{pmatrix},$$

where $\mathcal A$ holds the four anion levels and $\mathcal C$ the four cation levels. A state made of anion orbitals alone has energy expectation at most $E_a$, whatever $\mathcal V$ is, since $\mathcal V$ has no matrix element within that space. By the min-max principle, the fourth eigenvalue is the smallest value that the highest expectation can take over all four-dimensional spaces. The anion space is one of these, so the fourth eigenvalue is at most $E_a$. In the same way, every state in the four-dimensional cation space has expectation at least $E_c$, so the highest four eigenvalues are at least $E_c$. The interval between $E_a$ and $E_c$ stays empty at every $\mathbf k$ and for every hopping strength.

Now reduce all hoppings together to zero. The gap stays open, so the sum of the Wannier centres changes continuously. The threefold symmetry is kept, so the class can take only the three separate values found in (a). A continuous quantity confined to separate values is constant. The class is therefore that of the decoupled limit, in which all eight electrons fill the $s$ and $p$ shells of the anion and all four Wannier centres lie at the origin:

$$\Omega\mathbf P=e\,\big[Z_c\mathbf d+(8-Z_c)\cdot\mathbf 0-2\cdot4\cdot\mathbf 0\big]=\frac{eZ_c}{3}(\mathbf a_1+\mathbf a_2).$$

Hence

$$p_1=p_2=\frac{Z_c}{3}\pmod 1 .$$

For boron nitride $Z_c=3$, and the result is an integer: **boron nitride is in the zero class**. By (b), an insulating zigzag edge of period $a$ carries a whole multiple of $e$ per repeat. Thirds are allowed by the symmetry, but the valence of boron excludes them here. In a sheet of the same structure with $Z_c=2$ or 4 the charge is a third or two thirds modulo $e$.

The proof used the decoupled limit as a reference and does not claim that real boron nitride is fully ionic. It also applies beyond the nearest-neighbour model, provided that the real band structure can be joined to that limit without closing the gap or breaking the symmetry.

A numerical case uses the round on-site energies $-26$ and $-14$ eV for nitrogen $s$ and $p$, and $-12$ and $-8$ eV for boron $s$ and $p$. The hoppings are $-5.0$ eV ($ss$), $5.5$ eV ($sp$), $8.0$ eV ($pp\sigma$) and $-2.5$ eV ($pp\pi$). Here $E_a=-14$ eV and $E_c=-12$ eV, so the gap is at least 2 eV. The computed gap is 6.0 eV. That is the separation of the two $p_z$ levels at the corner of the Brillouin zone, where the phase factors of the three neighbours add up to zero and leave these levels uncoupled at $-14$ and $-8$ eV. When all hoppings were multiplied by 0, 0.25, 0.5, 1 and 2, the smallest gap was 2.0 eV, equal to the bound. The Berry phases of the four occupied bands, computed at full hopping without reference to the decoupled limit, gave $p_1$ and $p_2$ equal to integers to the five decimals printed. The order $E_a<E_c$ is a property of these round values and is not assured for the real atoms: in the local-density approximation the free-atom boron $2s$ level (near $-9$ eV) lies below the nitrogen $2p$ level (near $-7$ eV). The class in the model does not hinge on it. At full hopping, placing the boron $s$ level at $-14$, $-16$ or $-20$ eV leaves the gap at 6.0 eV and $p_2$ an integer.

### (d) Where can a value of one third come from?

*Many properties of such sheets are described by the $p_z$ (π) orbitals alone, with one unit of positive charge on each site. Find the polarisation class of that model for boron nitride, and that of the σ electrons left out.*

**Solution.** In a flat sheet the $p_z$ orbitals do not mix with the $s$, $p_x$ and $p_y$ orbitals, and the argument of (c) applies to each set separately. The two π electrons have their Wannier centre at the anion. With a core charge $+1$ on each site,

$$p_2^{\pi}=1\cdot\tfrac13+1\cdot0-2\cdot0=\tfrac13 .$$

This is the third. The remaining core charge is $3-1=2$ on boron and $5-1=4$ on nitrogen, and it is balanced by six σ electrons. Their three Wannier centres add up to a lattice vector, so

$$p_2^{\sigma}=2\cdot\tfrac13+4\cdot0-2\cdot0=\tfrac23\pmod 1 .$$

The sum is 1, which is equivalent to zero. Separate Berry phases for the two sets gave 0.3333 and 0.6667.

Neither part is a property of the material, because the division of the core charge is a free choice. One may equally give the π electrons cores of 0 on boron and $+2$ on nitrogen, which leaves $+3$ on each site for the σ electrons. Then

$$p_2^{\pi}=0\cdot\tfrac13+2\cdot0-2\cdot0=0,\qquad p_2^{\sigma}=3\cdot\tfrac13+3\cdot0-2\cdot0=1 ,$$

and both parts are in the zero class. What can be compared with an edge charge is the sum over all electrons and all cores. A π model with unit cores counts the electrons correctly for a carbon sheet made insulating by a difference between its two sites. There $Z_c=4$, and the class $4/3$ is equivalent to $1/3$.

## II. Terminations, strain and finite size

The second half uses these symbols and results. The edge runs along $\mathbf a_1$ with repeat $a=0.25$ nm. Height is measured in rows of spacing $H=\sqrt3a/2$. In each cell the anion lies at height 0 and the cation at height 1/3. The cation core charge is $Z_ce$, and $Z_c=3$ for boron nitride. The polarisation component $p_2$ is $Z_c/3$ modulo 1, and an insulating edge of period $a$ with upward normal carries $Q=e\,p_2$ modulo $e$ per repeat. If all levels of one group of orbitals lie below all levels of a second group, and hopping joins only orbitals of different groups, the interval between the groups stays free of levels.

### (e) What charge do bare and hydrogen-terminated edges carry?

*A ribbon consists of $M$ complete rows of cells, so that its lowest atoms are anions and its highest are cations, each with one neighbour missing. Find the edge charges when the anion orbitals are filled and the cation orbitals empty. Then attach one hydrogen atom to every edge atom.*

So far we have shown that an insulating edge of period $a$ carries $e\,p_2$ modulo $e$ per repeat, and that $p_2$ is an integer in the threefold-symmetric model of boron nitride, which excludes thirds. The question just posed in (e) remains to be solved, followed by neutral bare edges, broken threefold symmetry, finite islands and the voltage across a ribbon.
